Recombination of a freely diffusing Frenkel pair

**1. The decision and the model**

A simulation of implantation damage must decide what to do with each interstitial–vacancy pair left by a displaced atom. It can follow both defects until they meet or part, which is costly, or it can delete a fraction of the pairs at once and pass the survivors to a coarser calculation. The second choice needs the fraction that recombines and the time this takes.

Let the interstitial and the vacancy diffuse independently, with constant diffusivities D_I and D_V, in an unbounded isotropic three-dimensional medium. They exert no force on each other, meet no other sink, and annihilate when their separation first falls to the capture radius R. The initial separation is r0 ≥ R. The result to be derived is the probability that they have recombined by time t:

P(r0,t) = (R/r0) erfc[(r0 − R)/√(4Dt)],  D = D_I + D_V.  (1)

Here erfc x = (2/√π)∫ₓ^∞ exp(−u²) du. A pair created with r0 < R is counted as recombined at once. P is a cumulative probability, not a rate.

**2. From two particles to one equation**

During a time δ each Cartesian displacement of the interstitial is Gaussian with mean zero and variance 2D_Iδ; for the vacancy the variance is 2D_Vδ. The separation changes by the difference of the two displacements. Variances of independent quantities add even when the quantities are subtracted, so each component ξ_i of the change has

⟨ξ_i⟩ = 0,  ⟨ξ_iξ_j⟩ = 2(D_I + D_V)δ δ_ij = 2Dδ δ_ij,  (2)

where δ_ij is 1 for i = j and 0 otherwise. Contact depends on the separation alone, so the pair is equivalent to one particle of diffusivity D moving outside a fixed absorbing sphere.

Let r be the starting separation, regarded as a variable. For r > R, the chance of contact within a very short δ is smaller than any power of δ. After that interval the pair starts afresh from its new separation with time t left:

P(r,t+δ) = ⟨P(|**r** + **ξ**|,t)⟩.

Expand the right side to second order in **ξ**. By (2) the first-order and mixed terms average to zero, and the rest is P + ½(2Dδ)∇²P. Subtracting P, dividing by δ and letting δ → 0 gives ∂P/∂t = D∇²P.

For a function of r alone, ∂P/∂x_i = P′x_i/r, and a second differentiation gives

∂²P/∂x_i² = P″x_i²/r² + P′(1/r − x_i²/r³).

The sum over three axes is P″ + P′(3/r − 1/r) = P″ + 2P′/r. Hence

∂P/∂t = D(P″ + 2P′/r),  r > R,  (3)

P(r,0) = 0 for r > R,  P(R,t) = 1 for t > 0,  P → 0 as r → ∞.  (4)

The conditions say that a separated pair has not yet recombined at time zero, that a pair in contact recombines, and that the chance of meeting within a fixed time vanishes as the starting separation grows.

**3. Solution**

Set w = rP. Then w′ = P + rP′ and w″ = 2P′ + rP″ = r(P″ + 2P′/r). Multiplying (3) by r therefore gives

∂w/∂t = Dw″,  w(R,t) = R,  w(r,0) = 0.  (5)

This is one-dimensional diffusion from a wall held at the value R. The half-line beyond the wall has no length of its own, so we try w = Rg(η) with

η = (r − R)/√(4Dt).  (6)

Since ∂η/∂t = −η/(2t) and ∂η/∂r = 1/√(4Dt), equation (5) becomes

−Rηg′/(2t) = DRg″/(4Dt) = Rg″/(4t).

Multiplication by 4t/R gives g″ + 2ηg′ = 0, whose first integral is g′ = A exp(−η²). The wall requires g(0) = 1, and the initial condition requires g(∞) = 0. Because ∫₀^∞ exp(−η²) dη = √π/2, we need 1 + A√π/2 = 0, or A = −2/√π. Thus g = erfc η, and P = w/r is (1).

It remains to show that this solution is the required probability. Follow its value P(r(s),t−s) along a random path r(s), stopping at contact or at s = t. Equation (3) makes the mean change of this value zero in each short interval: the loss of remaining time cancels the average effect of the displacement. The value lies between 0 and 1, so the mean at the end equals the value at the start. At the end it is 1 if contact has occurred and 0 if not. Contact exactly at s = t has probability zero and does not affect the mean. The starting value P(r0,t) is therefore the probability of contact by t.

Two numerical comparisons support these steps. In units with R = 1, two particles with diffusivities 0.4 and 0.6 started 2 apart and moved separately until t = 2. Twenty thousand such walks, extrapolated in the time step, gave a recombined fraction of 0.309; equation (1) gives 0.3085. The sampling error is at least √(0.31 × 0.69/20000) ≈ 0.003, so the closer agreement is partly luck. A finite-volume solution of (3), without the substitution w = rP, differed from (1) by at most 2.6×10⁻⁵ in probability at r0 = 1.2, 2 and 3 and t = 0.1, 0.5 and 2, with R = D = 1.

**4. Rate and limiting cases**

Write a = r0 − R for the gap to be crossed. Differentiating (1), with η evaluated at r0, gives the recombination rate

f = ∂P/∂t = (R/r0)(−2/√π)exp(−η²)(−η/(2t))
 = [Ra/(r0√(4πDt³))] exp[−a²/(4Dt)].  (7)

The two minus signs cancel, so P rises with time. Setting the derivative of ln f to zero gives −3/(2t) + a²/(4Dt²) = 0, and the rate is greatest at

t_peak = a²/(6D).  (8)

At early times η is large. Integration by parts gives ∫_η^∞ exp(−u²) du = exp(−η²)/(2η) − ∫_η^∞ exp(−u²)/(2u²) du, and the last term is smaller than the first by a factor of order 1/η². To leading order, then,

P ≈ (R/r0) exp(−η²)/(η√π).  (9)

Recombination is exponentially rare until the diffusion length √(4Dt) becomes comparable with the gap.

As t → ∞, η → 0 and

P∞ = R/r0,  escape probability = 1 − R/r0.  (10)

The eventual probability does not contain D. Faster diffusion brings the pair together sooner, but also separates it sooner. If R and r0 both grow at fixed a, R/r0 → 1 and (1) becomes erfc[a/√(4Dt)]. The sphere then looks like a plane, which a diffusing particle eventually reaches with probability one. Escape is possible here because the target is finite in all three dimensions.

The approach to (10) is slow. For small η, erfc η = 1 − 2η/√π + …, so

P∞ − P ≈ (R/r0)(2/√π)a/√(4Dt) = Ra/(r0√(πDt)).  (11)

Halving this deficit takes four times as long. Moreover, f falls as t^(−3/2), so tf falls as t^(−1/2) and its integral diverges. Even among pairs that do recombine, the mean time is infinite in this model. The median is a usable time scale. It follows from erfc η = ½:

t_half = a²/{4D[erfc⁻¹(½)]²} = 1.099a²/D.  (12)

A coarse calculation that takes over at time t also needs the chance that a surviving pair will still recombine. The probability of recombining after t is P∞ − P, and that of surviving to t is 1 − P, so

P(recombines later | alive at t) = (P∞ − P)/(1 − P).  (13)

Using P∞ itself for the survivors would overestimate later recombination, because P∞ includes the pairs that have already recombined.

**5. A neutral pair in silicon**

Take R = 0.50 nm and r0 = 2.00 nm at 300 K. As rough typical values, give both defects a diffusion prefactor of 10⁻³ cm²/s, with migration energies of 0.45 eV for the vacancy and 0.70 eV for the interstitial. The Arrhenius law, prefactor × exp(−energy/k_BT), gives D_V = 2.756×10⁻¹¹ cm²/s and D_I = 1.74×10⁻¹⁵ cm²/s. Their sum is D = 2.757×10⁻¹¹ cm²/s, or about 2757 nm²/s. With these parameters the vacancy does nearly all the moving. The extra digits here and below only let the arithmetic be followed; the rough inputs fix the times at best to an order of magnitude.

The eventual probability is 0.50/2.00 = 0.25, so three pairs in four escape. The gap is a = 1.50 nm, and (8) and (12) give

t_peak = 2.25/(6 × 2757) s = 0.136 ms,
t_half = 1.099 × 2.25/2757 s = 0.897 ms.

At 1 ms the diffusion length is √(4 × 2757 × 0.001) = 3.32 nm. Hence η = 1.50/3.32 = 0.452 and P = 0.25 erfc(0.452) = 0.131. The other times are found in the same way:

0.1 ms: P = 0.011
1 ms: P = 0.131
10 ms: P = 0.210
1000 ms: P = 0.246

At 1 ms, (13) gives (0.250 − 0.131)/(1 − 0.131) = 0.14 for the chance that a survivor will still recombine.

At 1000 ms the deficit is 0.0040, from both the full formula and (11). By then, however, the diffusion length is 105 nm. In a shallow implant the defect would long since have had the chance to meet the surface or another defect. The last part of the approach to 0.25 therefore belongs to the ideal unbounded medium, and the next section finds the limits that replace it.

Temperature changes the clock but not P∞, provided R and r0 are held fixed. An error of 0.05 eV in the vacancy migration energy changes the times by a factor of 6.9 at 300 K. At 173 K, a temperature in the range of cold implants, t_half rises to 3.2×10⁵ ms, about five minutes.

**6. Forces, barriers and other sinks**

Each estimate below changes one assumption and keeps the others. They are not factors to be multiplied together.

*Charge.* Suppose the partners carry opposite unit charges. Their energy is −k_BT r_c/r, where r_c = e²/(4πε₀ε_r k_BT) is the Onsager length. The force gives a mean radial velocity −Dr_c/r², which adds −D(r_c/r²)P′ to the right side of (3). In the steady limit

P″ + (2/r − r_c/r²)P′ = 0.

The integrating factor is r²exp(r_c/r), so P′ = C exp(−r_c/r)/r². Since the derivative of exp(−r_c/r) is (r_c/r²)exp(−r_c/r), integration with P(R) = 1 and P(∞) = 0 gives

P∞ = [1 − exp(−r_c/r0)]/[1 − exp(−r_c/R)].  (14)

For r_c → 0 this returns to R/r0. With ε_r = 11.7, r_c = 4.76 nm, more than twice r0. The exponents are 2.38 and 9.52, and P∞ = 0.91 instead of 0.25. This is the unscreened continuum value; mobile carriers weaken the attraction. Near R the energy also changes by about 4.5 k_BT over a jump of one bond length, and models with such jumps give 0.89 to 0.91, depending on how the jump rate is tied to the energy change. "Freely diffusing" must therefore include the absence of a long-range force.

*A capture barrier.* Suppose contact leads to annihilation at a finite surface velocity κ. The flux into the sphere is then κ times the pair density at contact, which for the density n reads Dn′ = κn at r = R. Two functions u and v obeying this condition satisfy uv′ − vu′ = (κ/D)(uv − vu) = 0 there, so the diffusion operator is self-adjoint and the same condition holds in the starting position. The survival probability 1 − P therefore obeys −DP′ = κ(1 − P) at R. The decaying steady solution of (3) is P = B/r. Inserting it gives DB/R² = κ(1 − B/R), so B = κR²/(D + κR) and

P∞ = (R/r0) κR/(D + κR).  (15)

To estimate κ, let the defect make isotropic jumps of length λ at rate Γ, so that D = Γλ²/6. The one-way flux through a plane in a uniform density n is nΓλ times ½∫₀¹ μ dμ = ¼, where μ is the cosine of the angle to the normal. This equals 1.5nD/λ. If a barrier E_b reduces the success of such crossings by its Boltzmann factor, κ = 1.5(D/λ)exp(−E_b/k_BT).

For λ = 0.235 nm, about one bond length, and a trial barrier of 0.10 eV, the Boltzmann factor is 1/6.92² = 1/47.9. Then κR/D = 1.5 × 0.50/(0.235 × 47.9) = 0.067, and P∞ = 0.25 × 0.067/1.067 = 0.016. Recombination has become sixteen times less likely. That comparison is with certain capture in continuous diffusion. The estimate of κ assumes a nearly uniform density at the sphere, which holds when few crossings succeed but not when capture is certain. For certain capture with jumps of this length, the calculation below gives P∞ = 0.215, so the barrier alone lowers P∞ by a factor of about fourteen.

*Finite jumps.* With jumps of length λ and certain capture, P(r) is the average of P over a sphere of radius λ about the starting point. The new separation ρ obeys ρ² = r² + λ² + 2rλμ, so dμ = ρ dρ/(rλ). With u = rP the average becomes

u(r) = (1/2λ)∫_{r−λ}^{r+λ} u(ρ) dρ,  r > R,  (16)

with u = ρ inside the capture sphere, where P = 1. Far from the sphere u tends to a constant, which plays the part of R in (10). Numerical solution gives 0.430 nm, with a change of 1×10⁻⁴ nm when the mesh is halved. A jump that captures the defect lands inside the sphere, so the effective radius is smaller than R. Using this far value at r0, which lies 6.4 jumps from the sphere, gives P∞ = 0.430/2.00 = 0.215, 14% below the continuum value. Early recombination is reduced more. With jumps at random times and mean rate Γ, P is about 29% below (1) at 0.1 ms, when only some 30 jumps have been made, and about 17% below it at 1 ms. Isotropic jumps show the size of the effect; they do not reproduce the directions of the silicon lattice.

*Traps.* Let the mobile defect be lost elsewhere at a uniform rate s. The steady equation becomes D(P″ + 2P′/r) = sP, or w″ = (s/D)w. The decaying solution with w(R) = R gives

P_s = (R/r0) exp[−(r0 − R)√(s/D)].  (17)

Around one trap of radius R, the steady density is c_m(1 − R/r), where c_m is its distant value. The inward flux is 4πR²D c_m/R = 4πRDc_m, so traps of density c give s = 4πRDc in the mean-field limit. For c = 10¹⁸ cm⁻³ = 10⁻³ nm⁻³, √(4πRc) = 0.0793 nm⁻¹. The exponent is −0.119 and P_s = 0.222, 11% below 0.25. This uses the steady trapping rate. At early times the rate is larger by the factor 1 + R/√(πDt), and including it gives 0.220, 12% below.

*A surface.* Place both defects at depth z = 20 nm below a perfectly absorbing surface, and treat the slow interstitial as fixed. Let ρ and ρ′ be the vacancy's distances from the interstitial and from its mirror image. The function

P = q(1/ρ − 1/ρ′),  1/q = 1/R − 1/(2z),  (18)

satisfies the steady equation and vanishes on the surface. On the capture sphere it differs from 1 by at most 1.6×10⁻⁴. The error is itself a solution of the steady equation, so by the maximum principle it is no larger anywhere outside the sphere. For defects side by side, ρ = 2.00 nm and ρ′ = √(2² + 40²) nm = 40.05 nm. With q = 0.506 nm, P∞ = 0.2405, about 4% below the unbounded value.

**7. Use for real implants**

The chosen separation, jump length and surface depth are of the size met in shallow silicon implants, but real pairs have a range of separations. If all of them start with r0 ≥ R, the mean eventual probability is R⟨1/r0⟩. Because 1/r0 is convex, this is at least R/⟨r0⟩; inserting the mean separation in (10) underestimates recombination unless all separations are equal.

The interstitial diffusivity is uncertain, since it depends on charge state and on the excitation present during irradiation. It affects the times through D, but not P∞ for a neutral pair without competing sinks. The assumptions about forces and capture matter far more. Defects in silicon can be charged, and a close pair can settle into a metastable configuration instead of annihilating at first contact. For the present numbers, unscreened attraction moves P∞ from 0.25 to 0.91, while the trial barrier moves it to 0.016. In a dense collision cascade, neighbouring defects may also be closer than the original partner, and the uniform trap density behind (17) is then a poor description.

Deleting pairs at once with probability R/r0 is therefore justified when the partners are neutral, capture has no appreciable barrier, the jumps are short compared with R, other sinks are much farther away than r0, and the coarse time step is of the order of a hundred t_half or more. The slow approach in (11) makes the last condition demanding: the recombined fraction is still 17% below R/r0 after 10 t_half, and 5% below it after 100 t_half. In the silicon example 100 t_half is 90 ms. The diffusion length is then 31 nm, more than the 20 nm depth of the surface, and the time exceeds the 58 ms lifetime 1/s against traps at 10¹⁸ cm⁻³. With such sinks present, a step this long no longer resolves the loss to them, and traps some 10 nm apart, five times r0, already lower the result by about a tenth. The survivors must also be barred from recombining with their original partners later, because R/r0 already includes every such event. If they were left at r0 and free to meet again, the total in the silicon example would be 0.25 + 0.75 × 0.25 = 0.44. For shorter steps, (1) gives the fraction to delete and (13) the chance still carried by the survivors, provided they are passed on with the separations they have reached by then. Put back at r0, they would carry the chance R/r0 again. For an unscreened attraction with no capture barrier, (14) should replace the eventual probability; for a barrier with no long-range force, (15) should. Neither formula covers a screened attraction or a force and a barrier together, and in all these cases (1) no longer gives the time dependence. The numerical output below lists the main values used here.

Computed results

```
Two-particle walk, recombined fraction: 0.3090
Formula for that walk: 0.3085
Largest radial-equation probability error: 2.6e-05
Temperature: 300 K
Capture radius R: 0.50 nm
Initial separation r0: 2.00 nm
Diffusion prefactor, each defect: 1.0e-03 cm2/s
Vacancy migration energy: 0.45 eV
Interstitial migration energy: 0.70 eV
Vacancy diffusivity: 2.756e-11 cm2/s
Interstitial diffusivity: 1.740e-15 cm2/s
Relative diffusivity: 2.757e-11 cm2/s
Relative diffusivity, converted: 2756.5 nm2/s
At 0.1 ms: erfc argument 1.4285, P = 0.0108
At 1 ms: erfc argument 0.4517, P = 0.1307
At 10 ms: erfc argument 0.1429, P = 0.2100
At 1000 ms: erfc argument 0.0143, P = 0.2460
Eventual recombination probability: 0.2500
Escape probability: 0.7500
Time of greatest recombination rate: 0.1360 ms
Half time of eventual recombinations: 0.8971 ms
Half-time coefficient times gap^2/D: 1.0991
Deficit at 1000 ms, full formula: 0.00403
Deficit at 1000 ms, late-time form: 0.00403
Trial capture barrier: 0.10 eV
Eventual probability with barrier: 0.0156
Relative permittivity: 11.7
Onsager length, opposite unit charges: 4.761 nm
Eventual probability with Coulomb attraction: 0.9075
Competing trap density: 1.0e+18 cm^-3
Eventual pair recombination with traps: 0.2220
Surface depth: 20.0 nm
Eventual probability with surface sink: 0.2405
Bound on surface-image probability error: 1.6e-04
Jump length: 0.235 nm
Effective capture radius with finite jumps: 0.4299 nm
Mesh shift of effective radius: 1.1e-04 nm
Eventual probability with finite jumps: 0.2150
Trial migration-energy error: 0.05 eV
Resulting time factor at 300 K: 6.92
Cold-implant temperature: 173 K
Half time in cold implant: 3.180e+05 ms
```
